# Why adding a basis function never raises overlap or Ritz minima

## Result and conditions

Let $\chi_1,\dots,\chi_n$ be linearly independent basis functions with overlap matrix $S_{ij}=\langle\chi_i|\chi_j\rangle$ and Hamiltonian matrix $H_{ij}=\langle\chi_i|\hat H|\chi_j\rangle$. Add one function $\chi_{\rm new}$ that is not a linear combination of them, and mark every quantity of the larger basis with a prime. With eigenvalues numbered in ascending order,

$$s'_k\le s_k\le s'_{k+1},\qquad E'_k\le E_k\le E'_{k+1},\qquad k=1,\dots,n. \tag{1}$$

Here $s_k$ are the eigenvalues of $S$, and $E_k$ are the Rayleigh–Ritz levels, the solutions of $Hc=ESc$. In particular $s'_1\le s_1$: the smallest overlap eigenvalue cannot rise. Nor can any Ritz level, when levels are compared by their number in the list.

Three conditions belong to the statement.

- The old functions stay as they are. For the overlap eigenvalues this includes their normalization; the Ritz levels depend only on the space the functions span.
- $\hat H$ is one Hermitian operator, the same before and after the addition.
- The whole enlarged space is used. Nothing is discarded afterwards.

The inequalities concern exact arithmetic and allow equality.

## Interlacing of a matrix and its leading block

Let $A$ be a Hermitian matrix of order $n+1$ and $B$ its leading $n\times n$ block. Their ascending eigenvalues are $a_k$ and $b_k$, with orthonormal eigenvectors $\mathbf a_k$ and $\mathbf b_k$. Two facts are needed.

First, a vector $x=\sum_i c_i\mathbf a_i$ has the Rayleigh quotient

$$\frac{x^\dagger Ax}{x^\dagger x}=\frac{\sum_i|c_i|^2a_i}{\sum_i|c_i|^2},$$

a weighted average of the eigenvalues that take part. It lies between the smallest and the largest of them. The same holds for $B$.

Second, a vector $y$ of length $n$ can be padded with a zero, $x=(y,0)$. The last row and column of $A$ then drop out, so $x^\dagger Ax=y^\dagger By$ and $x^\dagger x=y^\dagger y$.

For the left inequality, take the padded span of $\mathbf b_1,\dots,\mathbf b_k$, of dimension $k$, and the span of $\mathbf a_k,\dots,\mathbf a_{n+1}$, of dimension $n+2-k$. The dimensions add to $n+2$, but the full space has dimension $n+1$. The two subspaces therefore share a nonzero vector. Its quotient is at most $b_k$, because it lies in the first, and at least $a_k$, because it lies in the second. Hence $a_k\le b_k$.

For the right inequality, take the padded span of $\mathbf b_k,\dots,\mathbf b_n$, of dimension $n-k+1$, and the span of $\mathbf a_1,\dots,\mathbf a_{k+1}$, of dimension $k+1$. The dimensions again add to $n+2$. A shared vector has a quotient at least $b_k$ and at most $a_{k+1}$. Together,

$$a_k\le b_k\le a_{k+1}. \tag{2}$$

This is Cauchy interlacing for one added row and column.

## The overlap matrix

Write $s$ for the column of overlaps $\langle\chi_i|\chi_{\rm new}\rangle$ and $\sigma=\langle\chi_{\rm new}|\chi_{\rm new}\rangle$. Then

$$S'=\begin{pmatrix}S&s\\ s^\dagger&\sigma\end{pmatrix}. \tag{3}$$

Because the old functions are unchanged, $S$ is the leading block of $S'$, and (2) gives the first half of (1). At the other end of the spectrum $s_n\le s'_{n+1}$, so the condition number, the largest eigenvalue divided by the smallest, cannot fall.

The size of the drop is tied to how well the old basis already describes the new function. The squared error of a fit with coefficients $f$ is

$$\Big\|\chi_{\rm new}-\sum_i f_i\chi_i\Big\|^2=\sigma-f^\dagger s-s^\dagger f+f^\dagger Sf.$$

Completing the square turns the right side into

$$(f-S^{-1}s)^\dagger S(f-S^{-1}s)+\sigma-s^\dagger S^{-1}s.$$

The first term is nonnegative and vanishes at $f=S^{-1}s$. From here on $f$ means this best fit, and the remaining error is

$$\delta=\sigma-s^\dagger S^{-1}s>0. \tag{4}$$

It is positive because the new function lies outside the old span. The vector $x=(-f,1)$ represents the remainder of the fit, so $x^\dagger S'x=\delta$, while $x^\dagger x=1+f^\dagger f$. The smallest eigenvalue cannot exceed this quotient:

$$s'_1\le\frac{\delta}{1+f^\dagger f}. \tag{5}$$

A function that is almost a combination of the old ones has a small $\delta$ and forces a small overlap eigenvalue.

The converse needs care with normalization. If $\chi_{\rm new}$ is multiplied by a real number $t$, the trial vector $(0,1)$ shows that $s'_1\le t^2\sigma$, whatever the shape of the function. A small eigenvalue can therefore be read as near dependence only when the functions are normalized, and even then the dependence may lie among the old functions rather than involve the new one. A threshold on $s'_1$ should be applied to normalized functions.

## The Ritz levels

The energies come from a generalized eigenvalue problem, so (2) cannot be applied to $H'$ directly. The basis must first be orthonormalized in a way that keeps the old space as a block.

Let the columns $c_k$ of $C$ be the old Ritz vectors, normalized so that $C^\dagger SC=1$. Then $C^\dagger HC$ is diagonal with entries $E_k$. As the last vector take the normalized remainder

$$r=\frac{1}{\sqrt\delta}\begin{pmatrix}-f\\1\end{pmatrix}.$$

It satisfies $r^\dagger S'r=\delta/\delta=1$. It is also orthogonal to each padded old vector, because

$$(c_k,0)^\dagger S'r=\frac{c_k^\dagger(-Sf+s)}{\sqrt\delta}=0,$$

where $Sf=s$ was used. Let $X$ have the padded Ritz vectors and $r$ as its columns. Then $X^\dagger S'X=1$. Substituting $c=Xd$ in $H'c=E'S'c$ and multiplying by $X^\dagger$ gives an ordinary eigenvalue problem for

$$X^\dagger H'X=\begin{pmatrix}\mathrm{diag}(E_k)&g\\ g^\dagger&\eta\end{pmatrix},\qquad g_k=(c_k,0)^\dagger H'r,\quad \eta=r^\dagger H'r. \tag{6}$$

Its eigenvalues are the new Ritz levels $E'_k$, and its leading block has the old levels. Interlacing (2) now gives the second half of (1).

The choice of $X$ matters for the proof, though not for the final levels, since any invertible $X$ with $X^\dagger S'X=1$ gives the same spectrum. Symmetric orthonormalization, $X=S'^{-1/2}$, in general mixes the new function into the first $n$ columns as well. The leading block of the transformed Hamiltonian then no longer represents the old space, and its eigenvalues need not be the old levels.

Adding $m$ functions one after another gives $E'_k\le E_k\le E'_{k+m}$. The same argument covers a full configuration-interaction calculation: enlarging the orbital basis adds determinants to the many-electron space, and the many-electron Hamiltonian stays fixed. There $m$ counts the added determinants, not the added orbitals; one new orbital adds several determinants, so $E_k\le E'_{k+1}$ need not hold.

## When the inequality is strict, and by how much

Write an eigenvector of (6) as $(u,t)$. Its rows read

$$(E_k-E')u_k+g_kt=0,\qquad \sum_kg_k^*u_k+(\eta-E')t=0.$$

Suppose first that the old levels are distinct and every $g_k$ is nonzero. If $E'$ were equal to some $E_k$, row $k$ would give $t=0$, the other rows would give $u_j=0$ for $j\ne k$, and the last row would give $u_k=0$. No eigenvector would be left. So $E'$ differs from every $E_k$, and $u_k=-g_kt/(E_k-E')$. Here $t\ne0$, since otherwise all $u_k$ would vanish. Inserting $u_k$ in the last row and dividing by $t$ gives

$$F(E')\equiv\eta-E'-\sum_k\frac{|g_k|^2}{E_k-E'}=0. \tag{7}$$

The derivative $F'=-1-\sum_k|g_k|^2/(E_k-E')^2$ is negative. Between two neighbouring old levels $F$ falls from $+\infty$ to $-\infty$, and it does the same below the lowest and above the highest level. There is one root in each of these $n+1$ intervals, so all the inequalities are strict.

If some $g_k=0$, the vector with $u_k=1$ and all other entries zero is an eigenvector of (6), and $E_k$ remains in the spectrum. This happens, for example, when the new function has a different symmetry from the old state.

For the lowest level, under the assumptions made for (7), that equation can be rearranged by isolating the term $k=1$:

$$E_1-E'_1=\frac{|g_1|^2}{\eta-E'_1-\sum_{k>1}|g_k|^2/(E_k-E'_1)}. \tag{8}$$

This is an identity, with $E'_1$ on both sides. It shows that the gain depends on the coupling $g_1$ to the normalized remainder, on the energy of that remainder and, through the sum, on the other old levels and their couplings. The distance $\delta$ does not appear separately, so a small $\delta$ does not by itself imply a small gain.

The overlap spectrum obeys the same equation as (7), with $E_k$ replaced by $s_k$, $\eta$ by $\sigma$, and $g_k$ by the projection of $s$ on the $k$th orthonormal eigenvector of $S$.

## A worked case: F⁸⁺ in s Gaussians

The one-electron ion F⁸⁺ has a fixed Hamiltonian, $\hat H=-\tfrac12\nabla^2-Z/r$ with $Z=9$ in atomic units. The model is nonrelativistic, with a point nucleus of infinite mass. The basis functions are $\chi_a=(2a/\pi)^{3/4}e^{-ar^2}$, with exponents $a$ in bohr⁻².

The product of two such functions contains $e^{-pr^2}$ with $p=a+b$. Since $\int e^{-pr^2}d^3r=(\pi/p)^{3/2}$, the overlap is

$$S_{ab}=\left(\frac{2\sqrt{ab}}{a+b}\right)^{3/2}.$$

For the kinetic energy, integration by parts gives $\tfrac12\int\nabla\chi_a\cdot\nabla\chi_b\,d^3r$. With $\nabla\chi_a=-2a\mathbf r\chi_a$ this is $2ab\int r^2\chi_a\chi_b\,d^3r$. The mean of $r^2$ over $e^{-pr^2}$ is $3/(2p)$, so the result is $3ab\,S_{ab}/(a+b)$. For the attraction, $\int e^{-pr^2}r^{-1}d^3r=2\pi/p$, and division by $(\pi/p)^{3/2}$ gives a mean of $1/r$ equal to $2\sqrt{p/\pi}$. Therefore

$$H_{ab}=S_{ab}\left[\frac{3ab}{a+b}-2Z\sqrt{\frac{a+b}{\pi}}\right].$$

All spectra below come from numerical diagonalization of these matrices.

**One addition.** Start with exponents 1, 4, 16 and 64, and add 256. The overlaps with the new function are $s=(0.0439,\,0.1221,\,0.3228,\,0.7155)$, and solving $Sf=s$ gives $f=(-0.0912,\,0.2877,\,-0.6294,\,1.0841)$. With $\sigma=1$,

$$\delta=1-s^\dagger f=1-0.6037=0.3963.$$

Since $f^\dagger f=1.6625$, the bound (5) is $0.3963/2.6625=0.1488$. The overlap eigenvalues are

- old: 0.0890, 0.3389, 1.0734, 2.4988;
- new: 0.0683, 0.2070, 0.5854, 1.4262, 2.7130.

They interlace. The smallest falls from 0.0890 to 0.0683, below its bound, and the condition number grows from 28.1 to 39.7.

The Ritz levels in hartree are

- old: −38.955, −9.799, −1.625, 60.314;
- new: −40.216, −9.980, −1.972, 60.256, 423.534.

Each of the four old levels goes down, and a fifth appears at high energy. The remainder has $\eta=421.686$ hartree, and its couplings to the old states are $|g_k|=23.956,\,8.848,\,12.481,\,4.664$ hartree. Equation (8) accounts for the lowering of the first level. The three terms of the sum are $8.848^2/30.417=2.574$, $12.481^2/38.590=4.037$ and $4.664^2/100.530=0.216$, in total 6.827. With $\eta-E'_1=461.901$,

$$E_1-E'_1=\frac{23.956^2}{461.901-6.827}=\frac{573.90}{455.07}=1.261\ \text{hartree},$$

or 34.32 eV.

The leading $4\times4$ block after symmetric orthonormalization has the lowest eigenvalue −27.200 hartree, far from the old level −38.955. This is why the first $n$ columns of $X$ in (6) were taken from the old space. Any orthonormal basis of that space would do; the Ritz vectors make the leading block diagonal.

If the new function is multiplied by 0.01, the smallest overlap eigenvalue becomes $4.0\times10^{-5}$, below the limit $t^2\sigma=10^{-4}$. The spanned space, and with it every Ritz level, is unchanged.

**Further additions.** The next table continues from the same start. Each row adds one exponent to all the previous ones, and energies are in hartree.

| Added | $\delta$ | $s_1$ | $E_1$ | $E_2$ | $E_3$ |
|---|---|---|---|---|---|
| start | – | 0.0890 | −38.9546 | −9.7991 | −1.6253 |
| 256 | 0.396 | 0.0683 | −40.2157 | −9.9801 | −1.9724 |
| 1024 | 0.396 | 0.0577 | −40.4427 | −10.0060 | −2.0024 |
| 8 | 0.0093 | 0.0051 | −40.4427 | −10.0647 | −2.7880 |
| 0.25 | 0.362 | 0.0046 | −40.4431 | −10.0753 | −4.3225 |
| 9 | $3.1\times10^{-5}$ | $1.6\times10^{-5}$ | −40.4570 | −10.1074 | −4.3748 |

The exact s levels of this model, $-Z^2/(2n^2)$, are −40.5, −10.125 and −4.5 hartree.

No column of $s_1$ or $E_k$ rises, but the falls are not proportional. Exponent 8 reduces $s_1$ by a factor of about eleven and leaves $E_1$ unchanged to the digits shown, while $E_3$ gains 0.79 hartree. Exponent 9, a near duplicate of 8, reduces $s_1$ by a factor of about 300 and still lowers $E_1$ by 0.014 hartree.

The limit of close exponents shows what such a function contributes. To leading order in a small difference $h$,

$$\chi_{a+h}\approx\chi_a+h\,\frac{\partial\chi_a}{\partial a}.$$

The first term is already in the basis. After normalization, the remainder is the part of $\partial\chi_a/\partial a$ outside the old span, provided there is such a part. It does not shrink with $h$, although $\delta$ falls as $h^2$.

The price is numerical. The remainder vector carries the factor $1/\sqrt\delta$, which is about 180 in the last row. If the elements of $H'$ have errors of at most $\epsilon$, then $\eta$ can be wrong by as much as

$$\frac{\epsilon}{\delta}\Big(1+\sum_i|f_i|\Big)^2,$$

before errors in $S'$ are counted. This error can have either sign. It makes the new levels inaccurate, but it does not by itself break (1): the proof used only that $H'$ is Hermitian, that $S'$ is positive definite and that the old matrices are their leading blocks, and this remains true of the perturbed matrices as long as the old elements are reused and $S'$ stays positive definite. A test of monotonicity therefore does not detect this error. When the smallest overlap eigenvalue of normalized functions approaches the rounding level, about $10^{-16}$ in double precision, a solver may find that $S'$ is no longer numerically positive definite. By (5) this is the case once $\delta$ is that small, but it can happen much earlier: for 31 s Gaussians with exponents $0.5\cdot1.2^k$, $k=0,\dots,30$, the last function has $\delta\approx5\times10^{-10}$ while $s_1\approx1.5\times10^{-19}$. This is a rounding effect and does not contradict (1).

## Discarding a combination afterwards

One remedy for near dependence is to diagonalize $S'$ and drop eigenvectors whose eigenvalues lie below a threshold. The retained space is contained in the enlarged space, so by (1), applied in reverse, its levels are no lower than those of the full enlarged basis. It need not contain the old space, however, and (1) then gives no ordering relative to the old levels.

Take the same ion with the single exponent 40. Its energy is $H_{aa}=-30.833$ hartree. Adding exponent 44 lowers the ground level to −31.918 hartree. The two normalized functions have overlap eigenvalues $1\pm S_{12}$, and the smaller is 0.0017. With a threshold of 0.01 the difference of the functions is dropped and their normalized sum is kept. The energy of the sum is −30.134 hartree, which is 0.699 hartree above the value before anything was added.

If monotonic levels are required, keep the old space intact and decide on each new function, normalized to $\sigma=1$, by its $\delta$: either accept its remainder $r$ or reject the function as a whole. A threshold on $\delta$ preserves the ordering but does not by itself keep $S'$ well conditioned, since (5) bounds $s'_1$ only from above.

## Self-consistent orbital energies

In Hartree–Fock theory the Fock operator depends on the density, and the density changes with the basis. The second condition of the theorem then fails for orbital energies. The minimum total energy still cannot rise, because every determinant of the old basis remains available in the new one.

The two-electron ion F⁷⁺, with configuration 1s², shows the difference. The restricted Hartree–Fock equations are solved numerically in a deliberately tiny basis: one s Gaussian with exponent 5 and one p shell with exponent 2. Then an s Gaussian with exponent 50 is added. The numbers below are far from the basis limit: with 16 even-tempered s functions and the same p shell the total energy is −75.486 hartree, the 1s radius 0.201 bohr and the p level −5.578 hartree, and with eight p shells the lowest p level is −6.279 hartree.

- The total energy falls from −46.705 to −68.342 hartree.
- The root-mean-square radius of the 1s orbital shrinks from 0.387 to 0.260 bohr.
- The empty p level, the second to fourth in the list, rises from −5.782 to −5.635 hartree.

The cause of the rise can be isolated. The 1s² density is spherical, so s and p functions do not mix, and with one p shell the p orbital is fixed. Its energy is

$$\varepsilon_p=h_{pp}+2J-K,$$

where $h_{pp}$ contains the kinetic energy and nuclear attraction, and $J$ and $K$ are the Coulomb and exchange integrals with the 1s orbital. The term $h_{pp}$ is the same in both calculations. The whole rise of 0.147 hartree is therefore a rise of the combination $2J-K$, caused by the change of the 1s orbital. Both a larger $J$ and a smaller $K$ raise this combination; the two contributions are not separated here.

If the Fock operator is instead built from the old density and merely represented in the larger basis, it is a fixed operator and (1) applies again. The lowest level then falls from −22.091 to −32.701 hartree. The p level stays at −5.782 hartree, an example of equality through $g_k=0$.

For an implementation, monotonicity is thus a valid check on Ritz levels of a fixed operator in nested spaces, within rounding error. It is not a valid check on self-consistent orbital energies.
